# Effect of a Barrier Error on a Predicted Hop Rate: a numerical check

```python
"""
Result under test: two classical hop rates with equal prefactors, whose
barriers differ by dE, differ by the factor F = exp(dE / kT).
At T = 300 K and dE = 0.05 eV this factor is about 6.9.

Symbols: E barrier (eV), dE barrier error (eV), kT thermal energy (eV),
a hop length, m adatom mass, omega angular frequency in the well,
k rate through one exit (1/s), s = sin(pi x / a).
Model path: V = E s^2 + top_shift s^4; the second term moves the barrier
top but not the curvature of the well.
Example: W adatom on W(110), with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

EV = const.e
KB_EV = const.k / const.e
T_ROOM = 300.0
BARRIER = 0.90
ERROR = 0.05
HOP_NM = 0.274
MASS_U = 184.0
EXITS = 4
hop = HOP_NM * 1e-9
mass = MASS_U * const.atomic_mass


def potential(y, barrier, top_shift=0.0):
    """Energy in eV at y = x/a; the well is at 0, the tops at +-1/2."""
    s2 = np.sin(np.pi * y) ** 2
    return barrier * s2 + top_shift * s2 ** 2


def flux_rate(barrier, temperature, top_shift=0.0):
    """One-exit rate from the equilibrium flux, by quadrature only."""
    kt = KB_EV * temperature
    thermal_speed = np.sqrt(kt * EV / mass)
    outward = quad(lambda v: v * np.exp(-v * v / 2), 0, 12)[0]
    norm = quad(lambda v: np.exp(-v * v / 2), -12, 12, points=[0])[0]
    z = quad(lambda y: np.exp(-potential(y, barrier, top_shift) / kt),
             -0.5, 0.5, points=[0], limit=200)[0]
    top = np.exp(-potential(0.5, barrier, top_shift) / kt)
    return thermal_speed * outward / norm * top / (z * hop)


def arrhenius(prefactor, barrier, temperature):
    return prefactor * np.exp(-barrier / (KB_EV * temperature))


def curvature_frequency(y, barrier, top_shift=0.0):
    """Angular frequency from a finite-difference second derivative."""
    h = 1e-4
    second = (potential(y + h, barrier, top_shift)
              - 2 * potential(y, barrier, top_shift)
              + potential(y - h, barrier, top_shift)) / h ** 2
    return np.sqrt(abs(second) * EV / mass) / hop


kT = KB_EV * T_ROOM
factor = np.exp(ERROR / kT)
omega = np.pi / hop * np.sqrt(2 * BARRIER * EV / mass)
nu = omega / (2 * np.pi)
predicted = BARRIER - ERROR

# The claimed number, and the harmonic frequency and rate.
assert abs(factor - 6.9) < 0.05
assert abs(curvature_frequency(0.0, BARRIER) / omega - 1) < 1e-5
k_true = arrhenius(nu, BARRIER, T_ROOM)
k_pred = arrhenius(nu, predicted, T_ROOM)
full_true = flux_rate(BARRIER, T_ROOM)
anharmonic = full_true / k_true - 1
assert abs(anharmonic) < 0.01   # neglected terms are of order kT/E

# Exponential law against flux quadrature, with the well curvature fixed.
# The s^4 term slightly alters the well population: tolerance 0.5 percent.
for barrier, temperature in [(0.90, 300), (0.60, 300), (0.90, 600),
                             (0.90, 900)]:
    for shift in (-ERROR, ERROR):
        measured = (flux_rate(barrier, temperature, shift)
                    / flux_rate(barrier, temperature))
        law = np.exp(-shift / (KB_EV * temperature))
        assert abs(measured / law - 1) < 0.005
full_ratio = flux_rate(BARRIER, T_ROOM, -ERROR) / full_true

# Barrier error equivalent to a given factor in the rate.
equivalent = {f: kT * np.log(f) for f in (2, 10)}
for f, energy in equivalent.items():
    measured = flux_rate(BARRIER, T_ROOM, -energy) / full_true
    assert abs(measured / f - 1) < 0.005

# Scaling the entire potential also changes the prefactor.
scaled_ratio = flux_rate(predicted, T_ROOM) / full_true
scaled_law = factor * np.sqrt(predicted / BARRIER)
assert abs(scaled_ratio / scaled_law - 1) < 0.001

# A temperature error of 5 K.
T_SHIFT = 5.0
heat_factor = np.exp(BARRIER / KB_EV * (1 / T_ROOM - 1 / (T_ROOM + T_SHIFT)))
heat_measured = flux_rate(BARRIER, T_ROOM + T_SHIFT) / full_true
assert abs(heat_measured / heat_factor - 1) < 0.001

# Mean wait: the earliest of four independent random exits.
wait_true = 1 / (EXITS * k_true)
wait_pred = 1 / (EXITS * k_pred)
rng = np.random.default_rng(7)
for rate, wait in ((k_true, wait_true), (k_pred, wait_pred)):
    clocks = rng.exponential(1 / rate, size=(200000, EXITS))
    # statistical error is about 0.2 percent
    assert abs(clocks.min(axis=1).mean() / wait - 1) < 0.01


def transmission(eps):
    """Parabolic-top transmission; eps is in units of hbar*omega_b."""
    return 1 / (1 + np.exp(-2 * np.pi * eps))


def wave_transmission(eps, edge=12.0):
    """Same quantity from the Schroedinger equation for V = -x^2/2."""
    p = np.sqrt(edge ** 2 + 2 * eps)
    slope = edge / p
    psi = 1 / np.sqrt(p) + 0j
    start = [psi, (1j * p - slope / (2 * p)) * psi]
    sol = solve_ivp(lambda x, w: [w[1], -(x * x + 2 * eps) * w[0]],
                    (edge, -edge), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    incident = (psi + (dpsi - slope / (2 * p) * psi) / (1j * p)) / 2
    return 1 / (p * abs(incident) ** 2)


for eps in (-0.3, 0.0, 0.2):
    assert abs(wave_transmission(eps) - transmission(eps)) < 1e-3


def quantum_factor(top_shift):
    """Quantum over classical rate: transmission integral, level sum."""
    x_well = (const.hbar * curvature_frequency(0.0, BARRIER, top_shift)
              / (kT * EV))
    x_top = (const.hbar * curvature_frequency(0.5, BARRIER, top_shift)
             / (kT * EV))
    passing = quad(lambda u: np.exp(-u) * transmission(u / x_top),
                   -5, 50, points=[0], limit=300)[0]
    levels = np.exp(-(np.arange(1000) + 0.5) * x_well).sum()
    closed = ((x_top / 2) / np.sin(x_top / 2)
              * np.sinh(x_well / 2) / (x_well / 2))
    value = passing / (x_well * levels)
    assert abs(value / closed - 1) < 1e-5
    return value


quantum_true = quantum_factor(0.0)
quantum_pred = quantum_factor(-ERROR)
assert abs(quantum_true - 1) < 0.02

print(f"Temperature: {T_ROOM:.0f} K")
print(f"Barrier error: {ERROR:.2f} eV")
print(f"Boltzmann constant: {KB_EV:.6e} eV/K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Exponent dE/kT: {ERROR / kT:.4f}")
print(f"Rate factor F: {factor:.3f}")
print(f"Inverse factor 1/F: {1 / factor:.4f}")
print(f"Linear estimate 1+dE/kT: {1 + ERROR / kT:.3f}")
print(f"Span for errors of both signs, F^2: {factor ** 2:.1f}")
print("Example: W adatom on W(110), rough inputs")
print(f"True barrier: {BARRIER:.2f} eV")
print(f"Predicted barrier: {predicted:.2f} eV")
print(f"Hop length: {HOP_NM:.3f} nm")
print(f"Adatom mass: {MASS_U:.0f} u")
print(f"Equivalent exits: {EXITS}")
print(f"Angular frequency omega: {omega:.3e} rad/s")
print(f"Prefactor nu: {nu:.3e} 1/s")
print(f"True E/kT: {BARRIER / kT:.3f}")
print(f"Predicted E/kT: {predicted / kT:.3f}")
print(f"True rate per exit: {k_true:.3e} 1/s")
print(f"Predicted rate per exit: {k_pred:.3e} 1/s")
print(f"True mean wait: {wait_true:.1f} s")
print(f"Predicted mean wait: {wait_pred:.1f} s")
print(f"Rate ratio from full quadrature: {full_ratio:.3f}")
for temperature in (600, 900):
    hot = np.exp(ERROR / (KB_EV * temperature))
    print(f"Factor F at {temperature} K: {hot:.3f}")
print("Sizes of neglected effects")
print(f"Anharmonic change of true rate: {100 * anharmonic:.2f} %")
print(f"Ratio if whole potential is scaled: {scaled_ratio:.3f}")
print(f"Change from scaling: {100 * (scaled_ratio / factor - 1):.2f} %")
print(f"hbar*omega: {const.hbar * omega / EV * 1000:.2f} meV")
print(f"hbar*omega/kT: {const.hbar * omega / (kT * EV):.3f}")
print(f"Quantum change of true rate: {100 * (quantum_true - 1):.2f} %")
print("Quantum change of rate ratio: "
      f"{100 * (quantum_pred / quantum_true - 1):.3f} %")
print(f"Rate factor for +{T_SHIFT:.0f} K: {heat_factor:.3f}")
for f, energy in equivalent.items():
    print(f"Barrier error equal to factor {f}: {energy:.4f} eV")
print("verified")
```

Output:

```
Temperature: 300 K
Barrier error: 0.05 eV
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kT: 0.025852 eV
Exponent dE/kT: 1.9341
Rate factor F: 6.918
Inverse factor 1/F: 0.1446
Linear estimate 1+dE/kT: 2.934
Span for errors of both signs, F^2: 47.9
Example: W adatom on W(110), rough inputs
True barrier: 0.90 eV
Predicted barrier: 0.85 eV
Hop length: 0.274 nm
Adatom mass: 184 u
Equivalent exits: 4
Angular frequency omega: 1.114e+13 rad/s
Prefactor nu: 1.773e+12 1/s
True E/kT: 34.814
Predicted E/kT: 32.879
True rate per exit: 1.347e-03 1/s
Predicted rate per exit: 9.318e-03 1/s
True mean wait: 185.6 s
Predicted mean wait: 26.8 s
Rate ratio from full quadrature: 6.909
Factor F at 600 K: 2.630
Factor F at 900 K: 1.905
Sizes of neglected effects
Anharmonic change of true rate: -0.74 %
Ratio if whole potential is scaled: 6.720
Change from scaling: -2.86 %
hbar*omega: 7.33 meV
hbar*omega/kT: 0.284
Quantum change of true rate: 0.67 %
Quantum change of rate ratio: -0.037 %
Rate factor for +5 K: 1.770
Barrier error equal to factor 2: 0.0179 eV
Barrier error equal to factor 10: 0.0595 eV
verified
```
